# Gauge-parameter cancellation in one-loop electron–muon scattering

## Problem

Consider $e^-(p)\,\mu^-(P)\to e^-(p')\,\mu^-(P')$ at one loop, order $e^4$ in the amplitude, with all four leptons on shell. In a covariant gauge the photon propagator is

$$D_{\mu\nu}(k)=\frac{-i}{k^2}\left[g_{\mu\nu}-(1-\xi)\frac{k_\mu k_\nu}{k^2}\right].$$

Find the $\xi$-dependent part of every diagram, and determine which diagrams cancel against which.

**Conventions.** The metric is $(+,-,-,-)$ and each vertex is $-ie\gamma^\mu$. The masses are $m$ (electron) and $M$ (muon), the spinors are $u,\bar u'$ and $U,\bar U'$, and $q=p'-p=P-P'$. The currents are $j^\alpha=\bar u'\gamma^\alpha u$ and $h^\alpha=\bar U'\gamma^\alpha U$. An inverse such as $(\not p-m)^{-1}$ is a matrix inverse, and $\int_k$ means $\int d^4k/(2\pi)^4$.

With $\eta=1-\xi$, the gauge term of the propagator is $+i\eta\,k_\mu k_\nu/k^4$. It makes the on-shell vertex integral and the on-shell slope of the self-energy diverge at both small and large $k$, and the box term linear in $\eta$ at small photon momentum (the $\eta^2$ box term stays finite there), so it is replaced by $iL(k^2)k_\mu k_\nu$ with

$$L(k^2)=\eta\left[\frac1{(k^2-\lambda^2)^2}-\frac1{(k^2-\Lambda^2)^2}\right],$$

and the $g_{\mu\nu}$ part becomes $-ig_{\mu\nu}/(k^2-\lambda^2)$. The original form returns for $\lambda\to0$, $\Lambda\to\infty$.

## A tempting solution

**Self-energy.** Let $A=\not p-m$ and $B=\not p-\not k-m$, so that $\not k=A-B$. The gauge part of the self-energy follows from

$$-i\Sigma_L=(-ie)^2\,i\cdot i\int_k L\,\not k B^{-1}\not k=e^2\int_k L\,\not kB^{-1}\not k .$$

The matrix product is

$$(A-B)B^{-1}(A-B)=AB^{-1}A-2A+B=AB^{-1}A-A-\not k .$$

The last term is odd in $k$ and integrates to zero. Multiplying by $i$,

$$\Sigma_L=ie^2\left[A\,I(p)\,A-AJ\right],\qquad I(p)=\int_k L\,B^{-1},\quad J=\int_k L. \tag{1}$$

Since $Au=0$, we have $\Sigma_Lu=0$. The tempting conclusion is that the external legs carry no gauge parameter.

**Vertex.** With $A'=\not p'-m$ and $B'=\not p'-\not k-m$, the photon across the electron vertex multiplies $-ie$ by $(-ie)^2\,i^2\,i=ie^2$:

$$\bar u'\,\delta\Gamma^\mu_L\,u=ie^2\int_kL\;\bar u'\not kB'^{-1}\gamma^\mu B^{-1}\not k\,u .$$

On shell, $\bar u'\not kB'^{-1}=\bar u'(A'-B')B'^{-1}=-\bar u'$ and $B^{-1}\not ku=B^{-1}(A-B)u=-u$. Hence

$$\bar u'\,\delta\Gamma_L^\mu\,u=ie^2J\,j^\mu. \tag{2}$$

The muon vertex gives the same factor, so the vertices leave $2ie^2J$ times the tree amplitude. The argument then ends: the scattering amplitude cannot depend on $\xi$, so the two box diagrams must supply $-2ie^2J$.

## Where it fails

Equations (1) and (2) are correct; the two conclusions drawn from them are not.

The boxes cannot do what is asked of them. At large $k$ the integrand of $J$ behaves as $k^3dk/k^4$ until $\Lambda$ cuts it off, so $J$ grows as $\ln\Lambda$. The gauge part of a box, found below, contains at least two further powers of $1/k$ and has a finite limit as $\Lambda\to\infty$. It cannot cancel a growing logarithm.

The actual error is in the legs. A self-energy on an external line comes with the propagator next to it, $iA^{-1}(-i\Sigma_L)u$. Here $\Sigma_Lu$ vanishes, but $A^{-1}$ is singular on shell, so the product has the form $0/0$. That $\Sigma_L$ vanishes on shell says only that the mass is not shifted. The leg factor is governed by the slope of $\Sigma_L$.

## The right solution

**Leg factors.** The full propagator is $i/(\not p-m-\Sigma)$, with $m$ the physical mass. Near the pole it becomes $iZ_2/(\not p-m)$ with $Z_2=1/(1-\Sigma')$, where $\Sigma'=d\Sigma/d\not p$ at $\not p=m$. To first order $\delta Z_2=\Sigma'$. The reduction formula assigns $\sqrt{Z_2}$ to each external leg. The two legs of one lepton line therefore contribute $2\times\tfrac12\delta Z_2=\delta Z_2$ times the tree amplitude.

In (1) the term $AIA$ has a double zero on shell, so it adds nothing to the slope provided $I$ is finite there. The other term gives

$$\delta Z_{2,L}=-ie^2J. \tag{3}$$

This cancels (2). Both terms belong to the same lepton line, so the cancellation holds separately for the electron and the muon. Neither expression contains the lepton mass, so the two lines give equal values.

To evaluate $J$, rotate $k^0=i\kappa_4$, which gives $d^4k=i\,d^4\kappa$ and $k^2=-\kappa^2$. With $d^4\kappa\to2\pi^2\kappa^3d\kappa$ and $t=\kappa^2$,

$$J=\frac{i\eta}{16\pi^2}\int_0^\infty t\,dt\left[\frac1{(t+\lambda^2)^2}-\frac1{(t+\Lambda^2)^2}\right]=\frac{i\eta}{16\pi^2}\ln\frac{\Lambda^2}{\lambda^2},$$

because $\int t\,dt/(t+c)^2=\ln(t+c)+c/(t+c)$. With $\alpha=e^2/4\pi$,

$$\delta Z_{2,L}=\frac{\alpha}{4\pi}\,\eta\,\ln\frac{\Lambda^2}{\lambda^2}. \tag{4}$$

**Order of limits.** For $\lambda>0$ the threshold for emitting a photon lies at $\not p=m+\lambda$, away from the mass shell, and $I$ is finite at $\not p=m$. If $\lambda\to0$ is taken first, the threshold moves onto the shell and $AIA$ can no longer be dropped. The numbers below show this.

**Dimensional regularization.** With a massless photon in $d$ dimensions, $J\propto\int\kappa^{d-5}d\kappa$. Rescaling $\kappa\to s\kappa$ gives $J=s^{d-4}J$, hence $J=0$. For $4<d<5$, $I$ scales near the shell as $(\not p-m)^{d-5}$, so $AI\sim(\not p-m)^{d-4}$ vanishes on shell when continued from that range. The vertex and leg gauge terms are then separately zero, and forgetting the legs goes unnoticed in this check.

**Tree and vacuum polarization.** On shell, $\bar u'\not q\,u=\bar u'[(\not p'-m)-(\not p-m)]u=0$, and likewise $\bar U'\not q\,U=0$. The tree photon therefore has no gauge term. In the vacuum-polarization graph each of the two photon lines ends on one of these currents, so the gauge term of each line drops. The lepton loop contains no internal photon at this order.

**Boxes.** Let the electron absorb first a photon $k$ (index $\beta$), then a photon $l=q-k$ (index $\alpha$). The electron factor is

$$E^{\alpha\beta}=\bar u'\gamma^\alpha(\not p+\not k-m)^{-1}\gamma^\beta u .$$

The muon can emit the two photons in either order, with index $\rho$ for $k$ and $\sigma$ for $l$:

$$T^{\sigma\rho}_{\rm box}=\bar U'\gamma^\sigma(\not P-\not k-M)^{-1}\gamma^\rho U,\qquad T^{\sigma\rho}_{\rm cr}=\bar U'\gamma^\rho(\not P-\not l-M)^{-1}\gamma^\sigma U .$$

Contract with $k_\rho$. In the box, $\not k=(\not P-M)-(\not P-\not k-M)$ acts on $U$. In the crossed box $P-l=P'+k$, and $\not k=(\not P'+\not k-M)-(\not P'-M)$ acts on $\bar U'$. Thus

$$k_\rho T^{\sigma\rho}_{\rm box}=-h^\sigma,\qquad k_\rho T^{\sigma\rho}_{\rm cr}=+h^\sigma. \tag{5}$$

For $l_\sigma$ the roles are exchanged. Since $P-k=P'+l$, the box gives $+h^\rho$ and the crossed box $-h^\rho$. Every gauge term in $D(k)D(l)$, linear or quadratic in $\eta$, contains $k_\rho$ or $l_\sigma$. The sum of the two diagrams therefore loses all its $\xi$ dependence at each value of $k$, before integration.

Equation (5), and with it the cancellation at each $k$, needs the muon on shell. Otherwise the box contraction keeps the extra term $\bar U'\gamma^\sigma(\not P-\not k-M)^{-1}(\not P-M)U$, and the crossed box keeps a similar one. If the electron is on shell, these extra terms still cancel after integration: exchanging $k$ and $l=q-k$ in the integral lets the same identity be used on the electron line instead.

**Size of one box.** The same algebra on the electron line gives $k_\beta E^{\alpha\beta}=j^\alpha$ and, with $p+k=p'-l$, $l_\alpha E^{\alpha\beta}=-j^\beta$. The vertices and lepton propagators supply $(-ie)^4i^2=-e^4$. The first linear term is

$$-e^4\int_k(iL(k))\,\frac{-i}{l^2-\lambda^2}\;j^\alpha(-h_\alpha)=e^4\,j\!\cdot\!h\,K,\qquad K=\int_k\frac{L(k)}{l^2-\lambda^2},$$

and the second, with $k$ and $l$ exchanged, is equal to it. In the quadratic term $l=q-k$ may be replaced by $-k$, since $j\cdot q=h\cdot q=0$:

$$-e^4\int_k(iL(k))(iL(l))\,(j\!\cdot\!l)(-h\!\cdot\!l)=-e^4\int_kL(k)L(l)\,(j\!\cdot\!k)(h\!\cdot\!k)=-e^4N\,j\!\cdot\!h .$$

Here $N$ is the coefficient of $g^{\mu\nu}$ in $\int_kL(k)L(l)k^\mu k^\nu$; the $q^\mu q^\nu$ part drops.

In the centre-of-mass frame $q^0=0$. Set $Q^2=-q^2$ and $L(-\kappa^2)=\eta\,\mathcal L(\kappa)$. Rotation gives $K=-i\eta b$ and $N=-i\eta^2a$, where

$$b=\int\!\frac{d^4\kappa}{(2\pi)^4}\frac{\mathcal L(\kappa)}{(q-\kappa)^2+\lambda^2},\qquad a=\frac13\int\!\frac{d^4\kappa}{(2\pi)^4}\,\kappa_\perp^2\,\mathcal L(\kappa)\,\mathcal L(|q-\kappa|),$$

and $\kappa_\perp$ is the part of $\kappa$ perpendicular to $q$. The sign of $N$ comes from $g^{ii}=-1$ for a transverse spatial direction. The tree amplitude is $(-ie)^2(-i)\,j\!\cdot\!h/(q^2-\lambda^2)=-ie^2\,j\!\cdot\!h/(Q^2+\lambda^2)$. Dividing $e^4j\!\cdot\!h\,(2K-N)$ by it,

$$\frac{\text{box gauge part}}{\text{tree}}=e^2(Q^2+\lambda^2)\left(2\eta b-\eta^2a\right), \tag{6}$$

and the crossed box is its negative.

## Numbers

Take the physical masses and $\alpha$, a centre-of-mass momentum of 50 MeV and an angle of $60^\circ$, so $Q=2(50)\sin30^\circ=50$ MeV. The regulators are $\lambda=10$ MeV and $\Lambda=1000$ MeV. They are bookkeeping parameters, and the individual entries below depend on them.

For $\eta=1$, equation (4) gives $5.80705\times10^{-4}\times9.21034=5.3485\times10^{-3}$. Direct integration of $\Sigma_L$ below the mass shell, extrapolated to it, gives the same value to these digits for both leptons.

For the box, $b=7.7418\times10^{-6}$ and $a=9.540\times10^{-7}$ MeV$^{-2}$, while $e^2(Q^2+\lambda^2)=4\pi\alpha\times2600$ MeV$^2=238.42$ MeV$^2$. Equation (6) becomes $3.6916\times10^{-3}\,\eta-0.2274\times10^{-3}\,\eta^2$. An integration of the box with explicit Dirac matrices reproduces both coefficients.

Gauge parts in units of $10^{-3}$ of the tree amplitude:

| Diagram | $\xi=0$ | $\xi=3$ |
|---|---|---|
| each vertex | $-5.348$ | $+10.697$ |
| each pair of legs | $+5.348$ | $-10.697$ |
| box | $+3.464$ | $-8.293$ |
| crossed box | $-3.464$ | $+8.293$ |

From $\xi=0$ to $\xi=3$, $\eta$ goes from $1$ to $-2$. The vertex and leg terms scale by $-2$. The box does not, because of its $\eta^2$ term: $-2(3.6916)-4(0.2274)=-8.293$.

The tempting solution omits the legs and is left with $-10.697$ at $\xi=0$ and $+21.394$ at $\xi=3$. With the legs included, the sum is below $10^{-8}$ of the tree amplitude. This remainder is comparable to the difference between the extrapolated muon leg factor and (4).

Two further results test the conditions. Raising the mass in the muon propagator by 1 MeV, with the spinors unchanged, spoils the cancellation in (5). Over six random momenta, the largest component of the summed contraction is 0.29 of the largest component of the box contraction alone, against $3.4\times10^{-15}$ on shell. This figure is a maximum over the sample and shows only that the residue is not zero; the residue carries the muon propagator and varies strongly with $k$, so other samples of six momenta give values from about 0.1 to well above 1. And 1 MeV below the muon shell, $\Sigma_L/(\not p-m)$, with $m$ now the muon mass, stays at $7.2845\times10^{-3}$ when $\lambda$ falls from $10^{-3}$ to $10^{-4}$ MeV, while (4) rises from $1.605\times10^{-2}$ to $1.872\times10^{-2}$. There the term $AIA$ compensates the growing logarithm, so the on-shell limit has to be taken before $\lambda\to0$. The full values are in the numerical output.

## Values computed for the example and the checks

```
electron mass = 0.510999 MeV
muon mass = 105.65838 MeV
fine-structure constant = 0.007297353
centre-of-mass momentum = 50.0 MeV
scattering angle = 60.0 degrees
momentum transfer Q = 50.0000 MeV
regulators lam, Lam = 10.0, 1000.0 MeV
current conservation residual = 1.5e-16
ln(Lam^2/lam^2) = 9.210340
alpha/(4 pi) = 5.807049e-04
closed-form leg factor, eta=1 = 5.348489e-03
integrated electron leg factor, eta=1 = 5.348489e-03
integrated muon leg factor, eta=1 = 5.348487e-03
mass shifts e, mu, eta=1 = 6.7e-19, -3.9e-10 MeV
b = 7.741791e-06 MeV^-2
a = 9.539617e-07 MeV^-2
box coefficient of eta, matrices = 3.691645e-03
box coefficient of eta, formula = 3.691645e-03
box coefficient of eta^2, matrices = -2.274466e-04
box coefficient of eta^2, formula = -2.274466e-04
two-ordering residual, muon on shell = 3.4e-15
same, propagator mass raised 1 MeV = 2.9e-01
Muon Sigma/(W-m) at W = m - 1 MeV, eta=1, against the log formula:
  lam = 1e-03 MeV: 7.284499e-03; log formula 1.604547e-02
  lam = 1e-04 MeV: 7.284504e-03; log formula 1.871971e-02
xi = 0: gauge parts in units of 10^-3 of the tree
  electron vertex = -5.34849
  electron legs = +5.34849
  muon vertex = -5.34849
  muon legs = +5.34849
  box = +3.46420
  crossed box = -3.46420
  without leg factors = -10.69698
  size of full sum = 2.7e-06
xi = 3: gauge parts in units of 10^-3 of the tree
  electron vertex = +10.69698
  electron legs = -10.69698
  muon vertex = +10.69698
  muon legs = -10.69697
  box = -8.29308
  crossed box = +8.29308
  without leg factors = +21.39396
  size of full sum = 5.3e-06
```
